# Second-Order Central Differences Can Still Give Oscillating Carrier Densities: test program

```python
"""Central-difference drift-diffusion and the cell Peclet number.

Result under test: for steady flux F = D*(a*n - dn/dx), with fixed contact
densities and uniform a = force/thermal energy, the central scheme has the
growth factor r = (2+P)/(2-P) per cell instead of exp(P). Here P = a*h is the
cell Peclet number and h the cell width. For P > 2 and unequal contacts the
density steps alternate in sign. The Scharfetter-Gummel (SG) scheme keeps
exp(P) and stays positive. Fluxes are in units of D/h unless stated.
"""
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy import constants

mp.dps = 50


def central_weights(peclets):
    return [1 + p / 2 for p in peclets], [1 - p / 2 for p in peclets]


def bernoulli(z):
    z = mpf(z)
    return z / mp.expm1(z) if z != 0 else mpf(1)


def sg_weights(peclets):
    return [bernoulli(-p) for p in peclets], [bernoulli(p) for p in peclets]


def solve_density(weights, n_left, n_right, precise=False):
    """Solve equality of neighbouring cell fluxes wl[i]*n[i] - wr[i]*n[i+1]."""
    wl, wr = weights
    cells = len(wl)
    size = cells - 1
    matrix = [[0] * size for _ in range(size)]
    source = [0] * size
    for k in range(size):
        matrix[k][k] = wl[k + 1] + wr[k]
        if k > 0:
            matrix[k][k - 1] = -wl[k]
        else:
            source[k] += wl[0] * n_left
        if k < size - 1:
            matrix[k][k + 1] = -wr[k + 1]
        else:
            source[k] += wr[cells - 1] * n_right
    if precise:
        inner = mp.lu_solve(mp.matrix(matrix), mp.matrix(source))
        return [mpf(n_left)] + [inner[k] for k in range(size)] + [mpf(n_right)]
    inner = np.linalg.solve(np.array(matrix, dtype=float),
                            np.array(source, dtype=float))
    return np.concatenate(([n_left], inner, [n_right]))


def first_cell_flux(weights, density):
    return float(weights[0][0] * density[0] - weights[1][0] * density[1])


def growth(p):
    return (2 + p) / (2 - p)


def central_formula(p, cells, n_left, n_right):
    r = growth(p)
    return [n_left + (n_right - n_left) * (r**j - 1) / (r**cells - 1)
            for j in range(cells + 1)]


def continuum_formula(total, x, n_left, n_right):
    return n_left + (n_right - n_left) * np.expm1(total * x) / np.expm1(total)


def collocation(total, n_left, n_right, order):
    """Chebyshev solution of n'' - total*n' = 0 on the unit interval."""
    k = np.arange(order + 1)
    s = np.cos(np.pi * k / order)
    c = np.ones(order + 1)
    c[0] = c[-1] = 2
    c = c * (-1.0)**k
    gap = s[:, None] - s[None, :]
    deriv = np.outer(c, 1 / c) / (gap + np.eye(order + 1))
    deriv -= np.diag(deriv.sum(axis=1))
    deriv *= 2
    operator = deriv @ deriv - total * deriv
    rhs = np.zeros(order + 1)
    operator[0], operator[-1] = 0, 0
    operator[0, 0], operator[-1, -1] = 1, 1
    rhs[0], rhs[-1] = n_right, n_left
    n = np.linalg.solve(operator, rhs)
    return (1 + s) / 2, n, total * n - deriv @ n


def steps_alternate(n):
    d = [n[i + 1] - n[i] for i in range(len(n) - 1)]
    return all(d[i] * d[i + 1] < 0 for i in range(len(d) - 1))


def steps_monotone(n):
    d = [n[i + 1] - n[i] for i in range(len(n) - 1)]
    return all(d[i] * d[i + 1] > 0 for i in range(len(d) - 1))


# Model film: energies in eV, lengths in angstrom, densities in angstrom^-3.
length, drop, thermal = 400.0, 1.0, 0.025
n_left, n_right = 1e-8, 1e-6
jump = n_right - n_left
cells = 10
width = length / cells
force = drop / length
peclet = force * width / thermal
total_peclet = drop / thermal

# Continuum profile and one-cell SG flux against spectral collocation.
x_c, n_c, _ = collocation(total_peclet, n_left, n_right, 50)
assert np.max(abs(n_c - continuum_formula(total_peclet, x_c, n_left,
                                          n_right))) < 1e-7 * n_right
for p in (0.5, 4.0, 8.0):
    _, _, flux_c = collocation(p, 0.7, 1.9, 28)
    wl, wr = sg_weights([p])
    assert np.max(abs(flux_c - float(wl[0] * 0.7 - wr[0] * 1.9))) < 1e-7

# Discrete solution, alternation and monotonicity on both sides of P = 2.
for count in (5, 8):
    for p in map(mpf, ("0.5", "1.5", "1.9", "2.1", "3", "4", "10")):
        for right in (mpf(5), mpf("0.2")):
            n = solve_density(central_weights([p] * count), mpf(1), right, True)
            ref = central_formula(p, count, mpf(1), right)
            assert max(abs(u - v) for u, v in zip(n, ref)) < mpf(10)**-35
            assert steps_alternate(n) == (p > 2)
            assert steps_monotone(n) == (p < 2)
            if p > 2 and right < 1:
                assert min(n) > 0 and max(n) > 1
    at_two = solve_density(central_weights([mpf(2)] * count), mpf(1), mpf(5), True)
    assert max(abs(v - 1) for v in at_two[:-1]) < mpf(10)**-40
    flat = solve_density(central_weights([mpf(4)] * count), mpf(1), mpf(1), True)
    assert max(abs(v - 1) for v in flat) < mpf(10)**-40

# The critical width separates meshes of the model film.
critical_width = 2 * thermal / force
for count in (19, 21):
    p = mpf(40) / count
    n = solve_density(central_weights([p] * count), mpf(1), mpf(100), True)
    assert steps_alternate(n) == (length / count > critical_width)
    assert steps_monotone(n) == (length / count < critical_width)

# Worked profile and its flux.
nodes = np.arange(cells + 1)
cw = central_weights([peclet] * cells)
sw = sg_weights([peclet] * cells)
central = solve_density(cw, n_left, n_right)
sg = solve_density(sw, n_left, n_right)
continuum = continuum_formula(total_peclet, nodes / cells, n_left, n_right)
assert np.max(abs(sg - continuum)) < 1e-11 * n_right
assert central.min() < 0 < sg.min()
r = growth(peclet)
central_flux = first_cell_flux(cw, central) / (peclet * n_left)
sg_flux = first_cell_flux(sw, sg) / (peclet * n_left)
assert abs(central_flux - (1 - jump / n_left / (r**cells - 1))) < 1e-10
assert abs(sg_flux - 1) < 1e-9

# Contact ratio at which the last interior density changes sign.
q = (r**(cells - 1) - 1) / (r**cells - 1)
threshold = 1 + 1 / abs(q)
assert solve_density(cw, 1.0, 0.999 * threshold).min() > 0
assert solve_density(cw, 1.0, 1.001 * threshold)[-2] < 0

# SG equals a central scheme with enhanced diffusion.
diffusion_factor = (peclet / 2) / np.tanh(peclet / 2)
effective_peclet = peclet / diffusion_factor
assert abs(effective_peclet - 2 * np.tanh(peclet / 2)) < 1e-12
enhanced = solve_density(central_weights([effective_peclet] * cells),
                         n_left, n_right)
assert np.max(abs(enhanced - continuum)) < 1e-11 * n_right

# Refinement: second order is recovered only as P becomes small.
z = sp.symbols("z")
expansion = sp.series(sp.log(1 + z / 2) - sp.log(1 - z / 2), z, 0, 5).removeO()
assert sp.expand(expansion - z - z**3 / 12) == 0
table = []
for count in (10, 25, 50, 100, 200, 400):
    p = total_peclet / count
    n = solve_density(central_weights([p] * count), n_left, n_right)
    ref = continuum_formula(total_peclet, np.arange(count + 1) / count,
                            n_left, n_right)
    table.append((count, p, np.max(abs(n - ref)) / jump, n.min()))
observed_order = np.log2(table[-2][2] / table[-1][2])
leading_error = table[-1][1]**2 / (12 * np.e)
assert abs(observed_order - 2) < 0.02
assert abs(table[-1][2] / leading_error - 1) < 0.01
assert all(row[3] > 0 for row in table[1:])

# Equilibrium film: the continuum current is zero.
eq_cells, eq_drop = 4, 0.4
eq_p = eq_drop / eq_cells / thermal
eq_left = n_right * np.exp(-eq_drop / thermal)
eq_cw = central_weights([eq_p] * eq_cells)
eq_sw = sg_weights([eq_p] * eq_cells)
eq_central = solve_density(eq_cw, eq_left, n_right)
eq_sg = solve_density(eq_sw, eq_left, n_right)
eq_flux = first_cell_flux(eq_cw, eq_central) / (eq_p * n_right)
eq_sg_flux = first_cell_flux(eq_sw, eq_sg) / (eq_p * n_right)
eq_formula = (eq_left - (n_right - eq_left)
              / (growth(eq_p)**eq_cells - 1)) / n_right
assert abs(eq_flux - eq_formula) < 1e-11
assert abs(eq_sg_flux) < 1e-11 and abs(eq_flux) > 1e-3

# Positivity with random nonuniform forces of either sign.
rng = np.random.default_rng(7)
trials, random_cells = 60, 12
small_bound, large_bound = 1.98, 8.0
negative_small = negative_large = negative_sg = 0
for _ in range(trials):
    ends = [mpf(float(v)) for v in 10**rng.uniform(-3, 0, 2)]
    small = [mpf(float(v)) for v in
             rng.uniform(-small_bound, small_bound, random_cells)]
    large = [mpf(float(v)) for v in
             rng.uniform(-large_bound, large_bound, random_cells)]
    n = solve_density(central_weights(small), *ends, precise=True)
    negative_small += min(n) <= 0
    product, quotient = mpf(1), [n[0]]
    for p, value in zip(small, n[1:]):
        product *= growth(p)
        quotient.append(value / product)
    assert steps_monotone(quotient)
    negative_large += min(solve_density(central_weights(large), *ends,
                                        precise=True)) < 0
    negative_sg += min(solve_density(sg_weights(large), *ends,
                                     precise=True)) <= 0
assert negative_small == 0 and negative_sg == 0 and negative_large > 0

bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom
print(f"film length: {length:.0f} angstrom; energy drop: {drop:.1f} eV")
print(f"thermal energy: {thermal:.3f} eV; force: {force:.4f} eV/angstrom")
print(f"contact densities: {n_left:.1e}, {n_right:.1e} angstrom^-3")
print(f"cells: {cells}; cell width: {width:.1f} angstrom")
print(f"cell Peclet number: {peclet:.3f} (dimensionless)")
print(f"growth per cell, central: {r:.4f}; continuum: {np.exp(peclet):.4f}")
print(f"critical cell width: {critical_width:.2f} angstrom"
      f" = {critical_width / bohr:.2f} bohr")
print("densities in 1e-8 angstrom^-3: node, central, SG, continuum")
for j in range(4, cells + 1):
    print(f"  {j:2d} {central[j]*1e8:10.4f} {sg[j]*1e8:10.4f}"
          f" {continuum[j]*1e8:10.4f}")
print(f"flux / left drift flux: central {central_flux:.5f}, SG {sg_flux:.5f}")
print(f"contact ratio n_R/n_L in example: {n_right / n_left:.1f}")
print(f"contact ratio for negative density: {threshold:.4f}")
print(f"SG diffusion factor: {diffusion_factor:.4f};"
      f" effective Peclet: {effective_peclet:.4f}")
print("refinement: cells, Peclet, max error / contact density difference")
for count, p, error, _ in table:
    print(f"  {count:3d} {p:7.3f} {error:.6f}")
print(f"observed order, last two meshes: {observed_order:.4f}")
print(f"leading error law on finest mesh: {leading_error:.6f}")
print(f"equilibrium film: {eq_cells} cells, {eq_cells*width:.0f} angstrom,"
      f" drop {eq_drop:.1f} eV, Peclet {eq_p:.2f}")
print(f"equilibrium left density: {eq_left:.4e} angstrom^-3")
print("equilibrium density / right density: node, central, SG")
for j in range(eq_cells + 1):
    print(f"  {j} {eq_central[j]/n_right:10.5f} {eq_sg[j]/n_right:.4e}")
print(f"equilibrium false flux / right drift flux: {eq_flux:.5f}")
print(f"random-force trials: {trials}, cells in each: {random_cells}")
print(f"negative central cases, |P| < {small_bound}: {negative_small}")
print(f"negative central cases, |P| < {large_bound}: {negative_large}")
print(f"negative SG cases, |P| < {large_bound}: {negative_sg}")
print("done: every assertion held")
```

It prints:

```
film length: 400 angstrom; energy drop: 1.0 eV
thermal energy: 0.025 eV; force: 0.0025 eV/angstrom
contact densities: 1.0e-08, 1.0e-06 angstrom^-3
cells: 10; cell width: 40.0 angstrom
cell Peclet number: 4.000 (dimensionless)
growth per cell, central: -3.0000; continuum: 54.5982
critical cell width: 20.00 angstrom = 37.79 bohr
densities in 1e-8 angstrom^-3: node, central, SG, continuum
   4     1.1341     1.0000     1.0000
   5     0.5909     1.0000     1.0000
   6     2.2206     1.0000     1.0000
   7    -2.6684     1.0006     1.0006
   8    11.9985     1.0332     1.0332
   9   -32.0022     2.8132     2.8132
  10   100.0000   100.0000   100.0000
flux / left drift flux: central 0.99832, SG 1.00000
contact ratio n_R/n_L in example: 100.0
contact ratio for negative density: 3.9998
SG diffusion factor: 2.0746; effective Peclet: 1.9281
refinement: cells, Peclet, max error / contact density difference
   10   4.000 0.351672
   25   1.600 0.090785
   50   0.800 0.020758
  100   0.400 0.004898
  200   0.200 0.001232
  400   0.100 0.000307
observed order, last two meshes: 2.0047
leading error law on finest mesh: 0.000307
equilibrium film: 4 cells, 160 angstrom, drop 0.4 eV, Peclet 4.00
equilibrium left density: 1.1254e-13 angstrom^-3
equilibrium density / right density: node, central, SG
  0    0.00000 1.1254e-07
  1   -0.05000 6.1442e-06
  2    0.10000 3.3546e-04
  3   -0.35000 1.8316e-02
  4    1.00000 1.0000e+00
equilibrium false flux / right drift flux: -0.01250
random-force trials: 60, cells in each: 12
negative central cases, |P| < 1.98: 0
negative central cases, |P| < 8.0: 60
negative SG cases, |P| < 8.0: 0
done: every assertion held
```
